# Why diagonal self-energies misjudge polar-optical scattering in a one-subband wire

## What symmetry and dimensions fix

An electron moves along a homogeneous wire and scatters by emitting or absorbing a polar-optical phonon. Atomic units are used in the algebra. To lowest order the self-energy is a product, $\Sigma(x,x')=D(x-x')G(x,x')$, where $G$ is the electron's Green function and $D$ the phonon kernel. The diagonal approximation keeps $x=x'$ on a mesh of spacing $a$.

Two arguments fix its consequences. First, a local self-energy in a homogeneous wire has the same value on every site, so its Fourier transform does not depend on the momentum $k$. It cannot distinguish a final state moving forward from one moving backward. Secondly, its rate is linear in $D(0)$, an energy squared, and in the density of final states on one site. That density is proportional to $a/v_f$, with $v_f$ the final speed. The rate must therefore have the form

$$\Gamma_{\rm diag}\propto \frac{aD(0)}{v_f}.$$

It vanishes as the mesh is refined, although the physical rate does not. What remains is to find the true kernel and to weigh the lost rate against the lost direction.

The model has one parabolic subband of mass $m$, a nearly empty band, unscreened bulk phonons of energy $w$, and a self-energy of first order in $D$ built from the free $G$ (first Born approximation). With one subband, "angle" means forward or backward.

## The kernel: a finite core and a long tail

The phonons must account for the difference between high-frequency and static screening. Let a mode $\mathbf q$ couple to charge density with strength $M_q$. Two static electrons a distance $r$ apart displace the modes and lower the energy by $\sum_q |M_q|^2(2+2\cos\mathbf q\cdot\mathbf r)/w$. The part that depends on $r$ is $-2D(r)/w$, where $D(r)=\sum_q|M_q|^2\cos\mathbf q\cdot\mathbf r$. It must equal the change of the Coulomb repulsion from $1/(\kappa_\infty r)$ to $1/(\kappa_0r)$, which is $-b/r$ with $b=1/\kappa_\infty-1/\kappa_0$. Hence

$$D(r)=\frac{wb}{2r},\qquad |M_q|^2=\frac{2\pi wb}{Vq^2},$$

the second form following from the transform $4\pi/q^2$ of $1/r$, with $V$ the volume.

Take the transverse density $e^{-r^2/s^2}/(\pi s^2)$. Each coordinate has variance $s^2/2$, so the difference of two independent positions has variance $s^2$ per component and density $e^{-R^2/2s^2}/(2\pi s^2)$. Averaging $D(r)$ over it gives

$$D(x)=\frac{wb}{2s^2}\int_0^\infty\frac{R\,e^{-R^2/2s^2}}{\sqrt{x^2+R^2}}\,dR .$$

With $u^2=x^2+R^2$, so that $R\,dR=u\,du$,

$$D(x)=\frac{wb}{2s^2}e^{x^2/2s^2}\int_{|x|}^{\infty}e^{-u^2/2s^2}du
=\frac{wb}{2s}\sqrt{\frac{\pi}{2}}\;\mathrm{erfcx}\!\left(\frac{|x|}{\sqrt2\,s}\right),$$

where $\mathrm{erfcx}(y)=e^{y^2}\mathrm{erfc}(y)$. Confinement makes $D(0)$ finite. Far away $\mathrm{erfcx}(y)\to1/(\sqrt\pi y)$, and $D(x)\to wb/(2|x|)$.

For the transform, the transverse average multiplies the bulk coupling by $e^{-q_\perp^2s^2/2}$:

$$D(q)=\int\frac{d^2q_\perp}{(2\pi)^2}\frac{2\pi wb}{q^2+q_\perp^2}e^{-q_\perp^2s^2/2}
=\frac{wb}{2}\int_0^\infty\frac{e^{-ts^2/2}}{q^2+t}\,dt,$$

with $t=q_\perp^2$. Setting $u=(q^2+t)s^2/2$ and $z=q^2s^2/2$,

$$D(q)=\frac{wb}{2}\,g(z),\qquad g(z)=e^z\int_z^\infty\frac{e^{-u}}{u}du .$$

At small $z$, $g\approx-\gamma-\ln z$ with $\gamma=0.577$; at large $z$, $g\approx1/z$. Small momentum transfers are favoured. The logarithm does no harm here, because an electron that exchanges energy $w$ must change its momentum.

## The true rate and the diagonal rate

In an empty band the electron can emit a phonon and reabsorb it, or absorb one and re-emit it. With $N$ the Bose occupation,

$$\Sigma^R(x;E)=D(x)\left[(N+1)G^R(x;E-w)+N\,G^R(x;E+w)\right].$$

The free Green function solves $(E+\partial_x^2/2m)G=\delta(x)$ with outgoing waves. Its slope jumps by $2m$ at the origin, so for $E>0$, with $p=\sqrt{2mE}$ and $v=p/m$,

$$G^R(x;E)=-\frac{i}{v}e^{ip|x|}.$$

For $E<0$ it is real and contributes no rate. An amplitude evolving as $e^{-i(E+\Sigma)t}$ has a probability decaying at the rate $-2\,\mathrm{Im}\,\Sigma$. A channel with occupation factor $n$ (equal to $N+1$ or $N$) and final momentum $k_f>0$ therefore gives

$$\Gamma=\frac{2n}{v_f}\int D(x)\cos kx\cos k_fx\,dx
=\frac{n}{v_f}\left[D(k-k_f)+D(k+k_f)\right]\equiv R_f+R_b .$$

The two terms are forward and backward scattering.

On a mesh, states are normalised per site, so the matrix element of $G$ is $aG(x_j,x_{j'})$. The kernel becomes $D_a(q)=a\sum_jD(ja)e^{-iqja}$. Keeping $j=0$ leaves $aD(0)$, which is the average of $D_a(q)$ over the Brillouin zone. Hence

$$\Gamma_{\rm diag}=\frac{2n\,aD(0)}{v_f},\qquad R_f=R_b .$$

The truncation spreads a peaked kernel evenly over all momentum transfers up to $\pi/a$, most of which no electron of interest ever uses. One channel has the right total rate at the mesh

$$a^*=\frac{D(k-k_f)+D(k+k_f)}{2D(0)}=\frac{s}{\sqrt{2\pi}}\,(g_f+g_b),$$

where $g_f$ and $g_b$ are the values of $g$ at the two transfers. While the forward transfer is well below $1/s$, the bracket varies slowly and the crossover is comparable with the wire thickness. A finer mesh gives too small a rate, a coarser one too large a rate.

## First contribution: the missing rate

The example has $m=0.067$ electron masses, $w=0.036$ eV, $\kappa_\infty=10.9$, $\kappa_0=12.9$, $s=30$ Å, $a=5$ Å and 300 K, so that $N=0.3306$.

Consider emission from 0.08 eV. The transfers are $q_f=0.00969$ and $q_b=0.06532$ Å$^{-1}$. Forward, $z=(0.00969\times30)^2/2=0.0423$. With the next term of the series, $g_f\approx e^z(-\gamma-\ln z+z)=2.74$. In the same units the diagonal kernel is $(a/s)\sqrt{\pi/2}=0.209$. The ratio is 0.076: the diagonal form keeps 7.6% of forward emission. With $g_b=0.373$ it keeps 56% of backward emission (55% when compared with the meshed kernel $D_a$). Both are too small, but forward scattering suffers far more.

With absorption included, the rates are:

| Energy | full, 1/ps | diagonal, 1/ps | forward share |
|---|---:|---:|---:|
| $kT/2=0.0129$ eV | 1.517 | 0.232 | 0.764 |
| 0.08 eV | 8.571 | 1.135 | 0.887 |

The diagonal form keeps 15% and 13% of the rate. Since it scales with $a$, the crossovers are $5\times1.517/0.232=32.7$ Å (3.27 nm) and 37.8 Å (3.78 nm). These are nominal lengths, computed with the parabolic dispersion, which a mesh that coarse would itself distort: with the dispersion of the chain, the diagonal rate reaches the continuum rate at about 29.5 and 32.4 Å.

## Second contribution: the missing direction

An event changes the momentum from $k$ to $\pm k_f$. The relative momentum loss per unit time, summed over channels, is

$$\Gamma_p=\sum\left[R_f\left(1-\frac{k_f}{k}\right)+R_b\left(1+\frac{k_f}{k}\right)\right]
=\sum\left[R_f+R_b-\frac{k_f}{k}(R_f-R_b)\right].$$

For the diagonal kernel $\Gamma_p=\Gamma$. For the true kernel the last term matters. At $kT/2$ only absorption is open, and $k_f/k=\sqrt{0.0489/0.0129}=1.95$. The difference of forward and backward rates is $1.517(2\times0.764-1)=0.80$ ps$^{-1}$, so

$$\Gamma_p\approx1.517-1.95\times0.80\approx-0.04\ \mathrm{ps}^{-1}.$$

On average a slow electron gains a little momentum in its direction of motion: a backward absorption costs more momentum than a forward one gains, but forward absorption is frequent enough to outweigh this.

The slow limit shows the same sign. As $k\to0$ the absorption bracket becomes proportional to $2D(p)+2pD'(p)$, with $p=\sqrt{2mw}$. Since $dg/dz=g-1/z$ and $q\,dz/dq=2z$, this equals $wb\,[(1+2z)g-2]$. Here $z=mws^2=w/\Omega$, where $\Omega=1/(ms^2)=0.126$ eV is the subband spacing of the parabolic confinement that produces this Gaussian. Thus $z=0.285$, $g=1.26$, and the bracket is about $-0.03$. The sign is not universal. The terms nearly cancel here, and in a slightly thinner wire, with $s=27$ Å, the larger $g$ already makes the momentum loss positive both in this limit and at $kT/2$.

A momentum relaxation time built from $\Gamma_p$ would be meaningless here. The mobility needs the linear Boltzmann equation. Let a force $F$ act, and write $f=f_0(1+F\phi/kT)$ with $f_0\propto e^{-E/kT}$. The drift term is $F\,\partial_kf_0=-Fvf_0/kT$. Let $W_{kk'}$ be the rate from $k$ to $k'$. Detailed balance, $W_{k'k}f_0(k')=W_{kk'}f_0(k)$, turns the collision term into $(Ff_0/kT)\sum_{k'}W_{kk'}[\phi(k')-\phi(k)]$. Therefore

$$v=\Gamma\phi(k)-\sum_{\rm channels}(R_f-R_b)\,\phi(k_f),\qquad
\mu=\frac{\langle v\phi\rangle}{kT}.$$

The minus sign before $R_b$ arises because $\phi$ is odd in $k$. The equation links energies spaced by $w$. The sum is the memory of direction carried into the next state; in Green-function language it is the vertex correction. The diagonal kernel removes it, leaving $\phi=v/\Gamma$.

The full kernel gives 22,800 cm$^2$/Vs. The diagonal one gives 151,000, 75,500 and 37,700 cm$^2$/Vs on meshes of 2.5, 5 and 10 Å. These values use the parabolic dispersion, so they scale exactly as $1/a$ and grow without limit as the mesh is refined; the dispersion of the chain lowers them by about 0.5% at 5 Å and 2% at 10 Å. A Monte Carlo evaluation of the velocity correlation gives $23{,}300\pm300$ for the full kernel and $77{,}200\pm1200$ for the diagonal kernel at 5 Å. Both lie within two standard errors of the Boltzmann values.

## Weighing the two

At 5 Å the diagonal mobility is too large by a factor 3.31, while the rate at $kT/2$ is too small by $1.517/0.232=6.54$. To separate the two errors, multiply the diagonal self-energy by 6.54, which restores that rate. The mobility falls to $75{,}500/6.54\approx11{,}500$ cm$^2$/Vs, about half the full value. In this ordering,

$$3.31\approx6.54\times0.51 .$$

The missing rate raises the mobility more than sixfold. The missing forward preference, which makes an average event more damaging to the current, roughly halves it. The split is approximate, because the factor that restores the rate depends on energy: at 0.08 eV it is $8.571/1.135=7.55$. The errors oppose each other, so a mobility alone conceals how wrong the rate is.

Energy loss has no such compensation. An electron loses energy at the rate $w(\Gamma_{\rm em}-\Gamma_{\rm abs})$, whatever its direction after the event. At 0.08 eV the diagonal form needs a factor 7.32 to restore this loss. A factor 3.31, fitted to the mobility, leaves the loss at $3.31/7.32=0.45$ of its full value. No constant factor meets both requirements in this example. A calculation calibrated on low-field mobility would make hot electrons cool too slowly.

## Which part of the range is responsible?

Multiply $D(x)$ by $e^{-|x|/\ell}$ at fixed mesh, and consider emission from 0.08 eV:

| $\ell$, Å | diagonal/full | forward share |
|---:|---:|---:|
| 1 | 0.99 | 0.50 |
| 10 | 0.34 | 0.56 |
| 100 | 0.14 | 0.84 |
| 1000 | 0.13 | 0.88 |

When the range is much shorter than the mesh, as in the first row, the diagonal is adequate for the meshed problem, although such a mesh no longer resolves the kernel itself. A range of 10 Å already spoils the rate. A range of 100 Å produces most of the error and most of the forward preference. Thus the failure of the diagonal requires a range comparable with the mesh or longer, not specifically a $1/|x|$ tail.

The tail governs how many off-diagonals must be kept. Suppose elements with $|x-x'|\le L=Ma$ survive. The error in $D_a(q)$ is $2a\sum_{j>M}D_j\cos j\theta$, with $D_j=D(ja)$ and $\theta=qa$. Any run of cosines satisfies

$$\left|\sum_{j=M+1}^{n}\cos j\theta\right|
=\left|\frac{\sin(n+\frac12)\theta-\sin(M+\frac12)\theta}{2\sin(\theta/2)}\right|
\le\frac1{\sin(\theta/2)} .$$

Call this run $C_n$. Summation by parts gives $\sum_{j>M}D_j\cos j\theta=\sum_{n>M}(D_n-D_{n+1})C_n$. Because $D_j$ decreases to zero, the differences are positive and add up to $D_{M+1}$. Hence

$$|\text{error}|\le\frac{2aD_{M+1}}{\sin(qa/2)}\approx\frac{4D(L)}{q}.$$

The bound falls only as $1/L$. For $qa\ll1$ the omitted sum is close to $2\int_L^\infty D(x)\cos qx\,dx$, and, when $qL\gg1$, one integration by parts gives its leading term, $-2D(L)\sin(qL)/q$. The truncated kernel therefore exceeds the full one by about $2D(L)\sin(qL)/q$, which oscillates with $L$ and is half the bound at its largest. With $D(L)\approx wb/(2L)$ and $g_f+g_b\approx3.12$ for the meshed kernel (3.11 in the continuum), the largest relative error in the emission rate is about

$$\frac{2}{3.12\,L}\left(\frac1{q_f}+\frac1{q_b}\right)\approx\frac{76\ \text{Å}}{L}.$$

It drops below 2% near 3800 Å. In direct summation the error, measured against the full meshed kernel $D_a$, stays below 2% from 3735 Å onwards, which means 747 neighbours on each side. Measured against the continuum rate, which is 0.3% smaller, the threshold is about 4080 Å. An exponential kernel with the same value and slope at the origin, of decay length $s\sqrt{\pi/2}=38$ Å, needs 100 Å.

Intermediate bands can mislead. Relative to their full values:

| $L$, Å | total | forward | backward |
|---:|---:|---:|---:|
| 70 | 0.97 | 1.09 | 0.05 |
| 200 | 1.30 | 1.31 | 1.22 |
| 500 | 0.89 | 0.86 | 1.16 |

At 70 Å the total is within 4%, while backscattering has almost vanished. The overshoot at 200 Å and the deficit at 500 Å follow the sign of $\sin q_fL$, which is positive at the first and negative at the second.

A sharp cut can also make a scattering weight negative, which no rate may be. For $L=100$ Å the minimum over the Brillouin zone is $-0.18\,aD(0)$. Weights $1-|j|/(M+1)$ avoid this. Their transform is $|\sum_{j=0}^{M}e^{iqja}|^2/(M+1)\ge0$, so the new kernel is a non-negative average of the old one. Its minimum is $+0.09\,aD(0)$. The price is a blurred forward peak.

## The model beside a real wire

The parameters are rough values for GaAs, but the wire is thin; in a much wider one several subbands would be occupied. Here the first excited pair holds 1.5% of the ground population. The mobility is that of polar-optical scattering alone. A rough acoustic estimate (deformation potential 7 eV, stiffness 140 GPa) adds 0.45 ps$^{-1}$ at $kT/2$, the largest neglected effect sized here. It would raise the total diagonal rate there from 0.23 to 0.69 ps$^{-1}$ and lower that energy's contribution to the diagonal mobility threefold. The full mobility falls as well: with this rate added to both calculations they give about 16,300 and 30,300 cm$^2$/Vs, a ratio of 1.86. The factor 3.31 therefore does not carry over to a total mobility.

Two other corrections are milder. A nonparabolic mass of 0.078, an upper estimate that counts the whole confinement energy as kinetic, changes the factor to 2.97. Static screening by $10^5$ electrons per cm, taken in its long-wavelength form, raises the full mobility to 24,500 cm$^2$/Vs and the factor to 3.77; the band-edge occupation is then 0.08. This form overstates the screening, because the transfers are not small and the phonon field oscillates at frequency $w$; with the response taken at the actual transfer and at that frequency the mobility is about 23,200 cm$^2$/Vs and the factor about 3.25, so the correction is small but its direction in the factor is not settled. Collision broadening is 0.0010 eV at $kT/2$ and 0.0056 eV at 0.08 eV, 7 to 8% of the kinetic energy. Such a small width is necessary for the first Born treatment but does not prove it accurate, least of all for slow electrons, whose first-order rate comes from absorption alone and is itself small. Higher-order corrections to the rates and mobilities are not estimated here. The treatment fails just above the emission threshold $E=w$, where the final state lies at the bottom of the band and its density of states diverges, and also for electrons whose kinetic energy is below the broadening. Confined and interface phonons, surface roughness and finite barriers are not included, and their effect is not estimated.

A scaled diagonal self-energy is therefore defensible for one quantity, at the mesh, wire and temperature for which it was fitted. As long as the mesh is fine enough to keep the dispersion nearly parabolic, the required factor is inversely proportional to its spacing. The remaining values are in the numerical output.

## Table of computed values

```
mass 0.067 m_e; kappa_inf 10.9; kappa_0 12.9
phonon 0.036 eV; T 300 K; kT 0.02585 eV; N 0.3306
s 30.0 A; mesh a 5.0 A; b 0.01422
D(x=0) 1.5402e-04 eV^2
thermal: E 0.01293 eV; k 0.01508 1/A
  rate full 1.5166, diagonal 0.2319 1/ps
  diagonal/full 0.1529; forward share 0.7636
  momentum loss full -0.0390, diagonal 0.2319 1/ps
  crossover mesh a* 32.70 A = 3.270 nm
  broadening hbar*rate 0.00100 eV
hot: E 0.08000 eV; k 0.03751 1/A
  rate full 8.5712, diagonal 1.1348 1/ps
  diagonal/full 0.1324; forward share 0.8868
  momentum loss full 3.1693, diagonal 1.1348 1/ps
  crossover mesh a* 37.77 A = 3.777 nm
  broadening hbar*rate 0.00564 eV
mobility full 22816 cm2/Vs
  Monte Carlo 23313 +- 312 cm2/Vs
mobility diagonal, mesh 2.5 A: 150934 cm2/Vs
mobility diagonal, mesh 5.0 A: 75467 cm2/Vs
mobility diagonal, mesh 10.0 A: 37733 cm2/Vs
  Monte Carlo, mesh 5 A: 77171 +- 1224 cm2/Vs
factor repairing mobility 3.308
factor repairing hot energy loss 7.322
hot loss/full after mobility repair 0.452
hot emission: q_f 0.00969, q_b 0.06532 1/A
half-band (A): total/full, forward/full, backward/full
  0: 0.1337, 0.0761, 0.5535
  25: 0.8686, 0.6119, 2.7367
  70: 0.9661, 1.0919, 0.0509
  200: 1.2984, 1.3094, 1.2181
  500: 0.8941, 0.8578, 1.1584
  4000: 1.0128, 1.0164, 0.9868
half-band for 2%: Froehlich 3735 A, exponential 100 A
100 A band, min D(q)/(aD(0)): sharp -0.1817, triangle 0.0852
imposed range (A): diagonal/full, forward share
  1: 0.9885, 0.5002
  10: 0.3375, 0.5597
  100: 0.1397, 0.8377
  1000: 0.1314, 0.8774
subband spacing 0.1264 eV; first excited pair/ground 0.0151
nonparabolic mass 0.0784 m_e (gap 1.42 eV); mobility factor 2.973
screening at 1e5/cm: mobility 24534 cm2/Vs; factor 3.769
band-edge occupation 0.0831; polaron coupling 0.0716
acoustic rate (7 eV, 140 GPa) at kT/2 0.4543 1/ps
```
